Helium's adiabatic-connection curve by Newton maximization of Lieb's functional, part 2

Helium's repulsion W is scaled by λ while v_b keeps the moments m_t = ∫g_tρ of the FCI density ρ (atomic units). H = T+λW+v_b has ground state Ψ = |0⟩, energy E_λ and excitation energies ω_n. With v_b = v_ext+(1−λ)v_FA+Σb_tg_t, v_FA being half the Hartree potential, F_λ is the maximum of G_λ(b) = E_λ−∫v_bρ. For Φ with these moments,

G_λ(b) ≤ ⟨Φ|T + λW|Φ⟩ + ⟨Φ|v_b|Φ⟩ − ∫ v_b ρ = ⟨Φ|T + λW|Φ⟩.   (4)

F_λ = T_λ + λW_λ = min over Φ with moments m of ⟨Φ|T + λW|Φ⟩,   (5)

T_λ, W_λ being expectation values, T_s = T_0, T_c = T_1−T_s. With x_u = ∂Ψ/∂b_u and Hessian χ_gg,

∇_t G = ⟨Ψ|g_t|Ψ⟩ − m_t = ∫ g_t (ρ_b − ρ).   (6)

(H − E) x_u = −(g_u − ⟨g_u⟩)Ψ = −Q g_u Ψ,   Q = 1 − |Ψ⟩⟨Ψ|.   (7)

χ_AB = −2 Σ_{n>0} ⟨0|A|n⟩⟨n|B|0⟩/ω_n,   (8)

rank χ_gg(λ = 0) ≤ number of occupied–virtual pairs coupled by the g_t.   (10)

Newton step Δ, decrement δ (threshold 2.7×10⁻¹⁷ eV), error e = b−b*, Hessian χ* and third derivatives τ at b*:

−χ_gg Δ = ∇G,   δ = ∇G·Δ = Δᵀ(−χ_gg)Δ ≥ 0.   (11)

e′ = e − χ(b)⁻¹∇G(b) = χ(b)⁻¹[χ(b)e − ∇G(b)] = ½ χ*⁻¹τ[e,e] + O(e³).   (12)

With a fixed K replacing χ(b),

e′ = (1 − K⁻¹χ*) e + O(e²).   (13)

dF_λ/dλ = W_λ − ∫ v_FA (ρ_λ − ρ).   (14)

If the g_t include v_FA,

dF_λ/dλ = W_λ,   F_1 − F_0 = ∫_0^1 W_λ dλ.   (15)

T′_λ = −λ W′_λ.   (16)

With E_c = F_1−T_s−W_0, FCI energy E and λ = 0 determinant Φ_0,

E_c = E − ⟨Φ_0|H_1|Φ_0⟩ ≤ E − E_HF.   (17)

W′_λ = χ_WW − χ_Wg χ_gg⁻¹ χ_gW.   (19)

With W′_0 = 2E_c^GL2, occupied orbital i, virtuals a, b, energies ε and D_ab = ε_a+ε_b−2ε_i,

E_c^GL2 = −Σ_{a,b} (ia|ib)²/D_ab − min_c Σ_a 2[(ia|ii) − c·g_ia]²/(ε_a − ε_i).   (21)

With exponents α, β and overlap S,

⟨α|exp(−γr²)|β⟩ = S_αβ [(α + β)/(α + β + γ)]^{l+3/2}.   (22)

C holds Ψ's coefficients, J the Hartree energy, T_W = ∫|∇ρ|²/(8ρ).

**8. Helium**

The level of theory is nonrelativistic FCI with a fixed point nucleus in an even-tempered basis: 13 s exponents from 0.18 Å⁻² with ratio 2.4, 4 p exponents from 0.9 Å⁻² with ratio 2.8, and 2 d exponents from 4.0 Å⁻² with ratio 3.2. This makes 13 + 12 + 10 = 35 orbitals. The 13 s orbitals and 4 d orbitals of type z² and x² − y² are even under all reflections and form 17·18/2 = 153 pairs; each p direction adds 4·5/2 = 10 pairs and each of xy, yz, xz adds 3, for a total of 153 + 30 + 9 = 192. The potential set has Gaussians with γ = 0.36, 1.08, 3.24, 9.72 and 29.16 Å⁻² plus v_ext and v_FA, so M = 7. Spherical potentials couple the occupied s orbital only to the 12 virtual s orbitals, and 7 is below the limit 12 set by (10). The program and its output are printed after this section.

At the physical end, E = −78.97935 eV, T_1 = 78.95886 eV, V_ext = −183.71446 eV and F_1 = 104.73511 eV. The maximizations give, in eV:

λ      F_λ         W_λ        W_λ − W_0    T_λ − T_s    W′_λ
0.00   77.97625    27.87010   0            0            −2.50852
0.25   84.86779    27.27165   −0.59846     0.07363      −2.28294
0.50   91.61654    26.72676   −1.14335     0.27691      −2.07983
0.75   98.23518    26.22997   −1.64013     0.58645      −1.89779
1.00   104.73511   25.77626   −2.09385     0.98260      −1.73499

Differences formed by hand from rounded entries can deviate from printed differences by one unit in the last place. Relation (5) at λ = 0.5 reads 77.97625 + 0.27691 + 0.5 × 26.72676 = 91.61654 eV. For (16), a straight line through the first two slopes, W′ ≈ −2.50852 + 0.9023λ, gives T_{0.25} − T_s ≈ 2.50852 × 0.25²/2 − 0.9023 × 0.25³/3 = 0.07839 − 0.00470 = 0.07369 eV, within 0.1 percent of the tabulated 0.07363 eV.

An eight-point Gauss–Legendre rule gives ∫W_λdλ = 26.758861 eV, and the end points give F_1 − F_0 = 26.758861 eV. Then

E_c = 26.75886 − 27.87010 = −1.11124 eV = −0.040837 hartree.

Simpson's rule on the table gives the same: [4(−0.59846) + 2(−1.14335) + 4(−1.64013) − 2.09385]/12 = −13.33491/12 = −1.11124 eV. From (17), ⟨Φ_0|H_1|Φ_0⟩ = 77.97625 − 183.71446 + 27.87010 = −77.86811 eV and −78.97935 + 77.86811 = −1.11124 eV. With E_HF = −77.86993 eV, E − E_HF = −1.10942 eV, so E_c lies lower by 0.00182 eV, or 0.16 percent of |E_c|. The repulsion falls by 2.094 eV from λ = 0 to 1, and T_c = 0.983 eV of this is paid back in kinetic energy. The exchange energy is 27.87010 − 55.74021 eV, printed as −27.87010 eV.

The orbital formula (21) gives doubles of −1.25426 eV and singles of −1.2×10⁻¹³ eV, so

E_c^GL2 = −1.25426 eV = −0.046093 hartree,

and 2 × (−1.25426) = −2.50852 eV is the tabulated initial slope. Without the constraint the singles would be −4.0591 eV, so χ_WW = 2(−1.25426 − 4.0591) = −10.63 eV, 4.2 times the true slope. The ratio E_c/E_c^GL2 is 0.886 in this basis; it falls to about 0.87 in the larger bases of Section 9. A ratio below one follows if W′_λ increases with λ, since then W_λ − W_0 ≥ λW′_0 and E_c ≥ W′_0/2. The increase is seen at the five tabulated points and is not proved here. Its size accounts for the ratio: the one-sided difference (3 × 2.50852 − 4 × 2.28294 + 2.07983)/0.5 = 0.947 eV estimates W″_0, the second difference (−2.50852 + 2 × 2.28294 − 2.07983)/0.0625 = −0.36 eV estimates W‴, and the series W′/2 + W″/6 + W‴/24 = −1.254 + 0.158 − 0.015 = −1.111 eV.

**9. Error analysis**

Correctness of the derivatives. At λ = 0.5 and a random b far from the maximum, central differences of G and of ∇G differ from (6) and (8) by at most 1.0×10⁻⁶ eV and 4.1×10⁻⁶ eV per unit coefficient, against an asserted tolerance of 5.4×10⁻⁵ eV, and the linear equations (7) are tested against the sum over states. At the λ = 0.5 solution the energy −68.650710 eV is tested against the independent FCI solver of pyscf and against the lowest eigenvalue of the product-basis matrix with no symmetry imposed. The next eigenvalue of that matrix lies 20.166 eV higher. Nondegeneracy against states of other symmetry is checked at this λ only.

Rate of convergence. At λ = 1, where b* = 0 is known, halving a random displacement divides the decrement after one step by 15.80 with the interacting Hessian and by 3.99 with the frozen λ = 0 Hessian; the tests require the ranges 12 to 20 and 3 to 5 around the predictions 16 and 4 of (12) and (13). From a poor start, the bare nuclear potential at λ = 0.5, the values of δ/2 are 0.967, 0.397, 1.17×10⁻², 4.39×10⁻⁵, 1.61×10⁻⁹, 1.57×10⁻¹⁷ and 1.61×10⁻²³ eV. The quotients of each value by the square of the one before are 0.42, 0.074, 0.32, 0.84 and 6.1 eV⁻¹ for the first five steps. They are not constant. The first belongs to a step that the line search shortened to t = ¼, to which (12) does not apply, and at the second e is still large enough for higher-order terms to matter. The later ones differ because τ[e,e] depends on the direction of e, which (12) allows. For this reason the order is tested by scaling one fixed displacement and not read off the history. A quadratic sixth step would reach about 10⁻³³ eV, so the last value is a floor that the iteration does not control.

Iteration error. G errs by δ/2, which is second order in e. W_λ errs at first order, by χ_Wg e. The form −χ_AB is a positive semidefinite inner product, so the Cauchy–Schwarz inequality gives, to leading order,

|error of W_λ| ≤ √(|χ_WW| δ).   (23)

At λ = 0 and at the threshold this bound is √(10.63 × 2.7×10⁻¹⁷) = 1.7×10⁻⁸ eV. It does not contain the condition number of the Hessian. The coefficients do feel it: |e| ≤ √(δ/μ) with μ the smallest eigenvalue of −χ_gg. The spectrum at λ = 0 runs from 1.4×10⁻⁶ to 3.1×10² eV, a condition number of 2×10⁸, and the bound is √(2.7×10⁻¹⁷/1.4×10⁻⁶) = 4×10⁻⁶.

Rounding. Suppose the computed eigenvector is Ψ + Σ η_n|n⟩ with small η_n. With A_nt = ⟨n|g_t|0⟩ and Ω = diag(ω_n), the gradient errs by 2Aᵀη and −χ_gg = 2AᵀΩ⁻¹A. Setting B = Ω^{−1/2}A and z = Ω^{1/2}η, so that Aᵀη = Bᵀz, the spurious decrement is

δ_noise = 4 zᵀB (2BᵀB)⁻¹Bᵀz = 2 zᵀΠz ≤ 2 Σ_n ω_n η_n²,   (24)

where Π = B(BᵀB)⁻¹Bᵀ is an orthogonal projector. Along a unit direction u the gradient error is 2(Bu)·z and the curvature is 2|Bu|², so the squared gradient error shrinks in the same proportion as the curvature, and this part of the floor is independent of conditioning. A second part is not: an absolute rounding error ε in the subtraction (6) contributes up to about ε²/μ. Which of the two sets the observed floor near 10⁻²³ eV is not determined here; the floor lies six orders below the threshold.

Quadrature and differences in λ. With a nondegenerate state and invertible χ_gg, W_λ is analytic in λ on [0, 1], and the eight-point rule integrates polynomials up to degree 15 exactly. The test of (15) asks for agreement to 2.7×10⁻⁵ eV, and the printed values agree to 10⁻⁶ eV. Central differences of W_λ with step h = 0.005 give −2.50852 eV at λ = 0 and −2.07984 eV at λ = 0.5, to be compared with −2.50852 and −2.07983 eV from (19). The truncation error h²W‴/6, with W‴ ≈ (−2.28294 + 2 × 2.07983 − 1.89779)/0.0625 = −0.34 eV, is −1.4×10⁻⁶ eV, which has the right sign and can move the fifth decimal by rounding. Further tests cover (21) against both the difference and (19), the monotonic fall of W_λ, the sign of W′_λ and of all Hessian eigenvalues at every computed λ, and (17).

Finite potential set. Enlarging the set at a fixed orbital basis can only raise F_λ, since the maximum is taken over a larger space. If g′ is added and r = ∫g′(ρ_λ − ρ) is its unmatched moment, the gradient in the enlarged space is (0, r), and to leading order the rise is δ/2, which equals r²/2 times the last diagonal element of the inverse of −χ. The error of F_λ is second order in the density mismatch. If v_FA is in the set, (15) holds before and after the enlargement, so the error of W_λ is the λ-derivative of the error of F_λ. It is of second order too, in the mismatch and its λ-derivative taken together. If v_FA is only a fixed reference, (14) adds the first-order term ∫v_FA(ρ_λ − ρ) to the error of W_λ. The mismatch ∫|ρ_λ − ρ|, from radial quadrature, is 1.00×10⁻² electrons for the starting potential v_ext + v_FA at λ = 0, 8.15×10⁻⁵ after maximization, and 6.12×10⁻⁵ at λ = 0.5, out of two electrons. The same quadrature tests (22) and the matching of the Gaussian and 1/r moments at λ = 0. With a complete orbital basis F_0 ≤ T_W, by (4) applied to φ = √(ρ/2). A finite basis cannot represent this φ and raises E_0, so the sign of T_s − T_W is open. Both are printed as 77.97625 eV; they agree to about 10⁻⁵ eV, or 10⁻⁵ of T_c, far inside the asserted 0.027 eV.

The rank bound (10) is tested with 20 random symmetric matrices acting among the 13 s orbitals. At λ = 0 the twelfth eigenvalue of −χ is 4.0×10⁻⁵ of the first and the thirteenth 4.3×10⁻¹⁷ of it, which is zero in double precision. At λ = 1 the thirteenth is 3.7×10⁻⁴ of the first, because the operators act on a C of rank greater than one. The response to a constant is tested to vanish.

The correction in (14) is tested by differencing F_λ at λ = 0.5 to a tolerance of 2.7×10⁻⁶ eV. With two Gaussians, 1.08 and 9.72 Å⁻², and fixed v_ext and v_FA, the correction is 4.56×10⁻⁴ eV, about 170 times the tolerance and 4×10⁻⁴ of |E_c|, so this case separates (14) from (15). With all five Gaussians it is −2.53×10⁻⁶ eV, below the tolerance, and that case does not discriminate.

The potential itself. The coefficients at λ = 0 are not the small corrections that the good starting potential suggests. The Gaussian amplitudes are 7.36, 5.15, 12.17, 3.86 and 1.54 eV, summing to 30.07 eV at the nucleus, and the extra weights are 0.00066 on v_ext and −0.75959 on v_FA. At large r the Gaussians vanish, v_ext = −2/r and v_FA → 1/r, so

v_b → −2(1.00066)/r + (1 − 0.75959)/r = −1.761/r,

whereas the reference part alone has the tail −1/r, the field of the nucleus screened by the other electron. These values are converged in the iteration, since its error in b is bounded by 4×10⁻⁶, but they are weakly determined by the data and specific to this orbital basis: in larger bases the weight on v_FA moves from −0.76 to values between −0.19 and −0.11. A change δm of the moments moves b by χ_gg⁻¹δm, and a unit move along the weakest direction costs only μ/2 = 0.7×10⁻⁶ eV in G. This direction trades v_FA against positive Gaussians that imitate it, up to a constant, where the density is appreciable. The unit eigenvector, which the program does not print, has components 0.27, 0.22, 0.39, 0.22 and 0.10 on the Gaussians, −0.001 on v_ext and −0.815 on v_FA, and the potential it represents lies between −0.141 and −0.147 hartree at seven sampled radii from 0.05 to 5 bohr. Starting from the five-Gaussian fit at λ = 0, the unmatched moments of v_FA (−3.6×10⁻⁶ eV) and of v_ext (2.5×10⁻³ eV), projected on this direction and divided by its eigenvalue, move the v_FA weight by −1.63 and +0.87, which sum to −0.76. The choice of set is therefore a trade. With v_FA free, (15), (19) and (21) hold exactly in the discretization, but the tail and the zero of the potential are lost, and orbital energies cannot be read as ionization energies. With v_ext and v_FA fixed the tail is kept, and (14) carries its correction. The virtual orbitals in (21) see the tail, but in this basis the effect is small. With v_ext and v_FA fixed and five Gaussians free, the doubles sum is again −1.25426 eV, while the occupied orbital energy moves from −28.17 to −24.49 eV.

The printed eigenvalues of −χ_gg at λ = 0 and λ = 1 agree to two figures except for the largest, 3.1×10² against 2.3×10² eV. This agreement does not fix the linear rate in (13), which depends on the eigenvalues of K⁻¹χ* and so on the eigenvectors too: a rotation by a small angle θ between the weakest and strongest directions gives a pair of eigenvalues ν with ν + 1/ν ≈ 2 + θ²κ, where κ = 2×10⁸ is the condition number. The shift is about θ√κ when θ²κ ≪ 1 and about θ²κ when θ²κ ≫ 1, so θ = 10⁻⁵ already shifts ν by 0.15. The two spectra alone therefore do not show whether the noninteracting Hessian is a usable approximation. The eigenvalues of K⁻¹χ* themselves, which the program does not print, run from 0.76 to 1.02 for K at λ = 0 and χ* at λ = 1. They lie between 0 and 2, and the frozen iteration contracts the error by a factor of about 0.24 per step near the solution.

Finite orbital basis. The five decimals above express the internal consistency of the discretized problem. The basis error is not measured by the program and limits the physical accuracy. With the same s set and potential set and with 9 p, 7 d, 6 f, 5 g and 4 h even-tempered exponents of ratio 2, E falls to −79.010 eV, E_c to −1.142 eV and E_c^GL2 to −1.311 eV. T_c rises to 0.996 eV and W_0 to 27.879 eV, the ratio E_c/E_c^GL2 becomes 0.871, and the gap to E − E_HF becomes 0.0017 eV. The values of Section 8 are thus uncertain by at least 0.03 eV in E_c and 0.06 eV in E_c^GL2. Its sign is known for one piece: at a fixed spherical λ = 0 potential, adding f and higher shells leaves the existing orbitals unchanged and adds nonpositive terms to the doubles sum in (21), so the magnitude 1.254 eV is a lower bound with respect to higher angular momenta at that potential.

Conditions of failure. If the ground state becomes degenerate and some g_t splits the level in first order, G remains concave but acquires a kink, (6) and (8) are undefined, and the target moments may be reached only by an ensemble. Oversized potential sets at λ = 0 can lead there, and so can open-shell states degenerate by spatial symmetry when the set contains functions that break that symmetry. A degeneracy that no g_t lifts, such as a spin multiplet or an atomic term under spherical g_t, leaves G smooth: the components share the same moments, and the formulas apply within one symmetry block. If a coupled gap ω_1 is small but nonzero, χ contains a term in 1/ω_1 and the third derivatives, obtained by differentiating (8), terms in 1/ω_1², so the region where (12) applies shrinks and smaller steps in λ are needed. If small Hessian eigenvalues are discarded to tame the solve in (11), the moments along the discarded directions remain unmatched, and (5) and (15) acquire corrections of the kind in (14). If FCI is replaced by a nonvariational method, the concavity argument and the bound (4), which rest on the variational principle, no longer apply.

Table of computed values

```
hartree = 27.211386 eV, bohr = 0.529177 A
orbital shell l=0: 13 exponents from 0.18 1/A^2, ratio 2.4
orbital shell l=1: 4 exponents from 0.9 1/A^2, ratio 2.8
orbital shell l=2: 2 exponents from 4.0 1/A^2, ratio 3.2
potential Gaussian exponents (1/A^2): 0.36 1.08 3.24 9.72 29.16
orbitals 35, s orbitals 13, pair functions 192, potential functions 7
E_FCI = -78.97935 eV, E_HF = -77.86993 eV
T_1 = 78.95886 eV, V_ext = -183.71446 eV, F_1 = 104.73511 eV
finite-difference error: gradient 1.0e-06 eV, Hessian 4.1e-06 eV
E0(lam=0.5) = -68.650710 eV, pyscf FCI -68.650710 eV
gap to next state of any symmetry (lam=0.5) = 20.166 eV
Newton decrement/2 from bare nucleus, lam=0.5 (eV):
  9.67e-01 3.97e-01 1.17e-02 4.39e-05 1.61e-09 1.57e-17 1.61e-23
decrement ratio on halving distance: interacting 15.80, frozen lam=0 3.99
-chi eigenvalues lam=0.0 (eV): 1.4e-06 8.6e-04 5.8e-03 3.5e-02 2.5e-01 3.0e+00 3.1e+02
-chi eigenvalues lam=1.0 (eV): 1.4e-06 8.6e-04 5.8e-03 3.5e-02 2.5e-01 3.0e+00 2.3e+02
random operators, eigenvalue 12/first at lam=0: 4.0e-05
eigenvalue 13/first: lam=0 4.3e-17, lam=1 3.7e-04
Gaussian amplitudes at lam=0 (eV): 7.3575 5.1466 12.1692 3.8616 1.5372
extra weights of v_ext, v_FA at lam=0 (dimensionless): 0.00066 -0.75959
int|drho| (electrons): start 1.00e-02, lam=0 8.15e-05, lam=0.5 6.12e-05
int v_FA drho, lam=0.5, v_FA outside set: 5 Gaussians -2.53e-06 eV
  same with Gaussians 1.08, 9.72 1/A^2 only: 4.56e-04 eV
lam, F, W, W-W_0, T-T_s, dW/dlam (all eV)
0.00 77.97625 27.87010 0.00000 -0.00000 -2.50852
0.25 84.86779 27.27165 -0.59846 0.07363 -2.28294
0.50 91.61654 26.72676 -1.14335 0.27691 -2.07983
0.75 98.23518 26.22997 -1.64013 0.58645 -1.89779
1.00 104.73511 25.77626 -2.09385 0.98260 -1.73499
int W dlam (8 nodes) = 26.758861 eV, F_1 - F_0 = 26.758861 eV
J[rho] = 55.74021 eV, J[rho_0] = 55.74021 eV, E_x = W_0 - J[rho_0] = -27.87010 eV
T_s = 77.97625 eV, T_W = 77.97625 eV, T_c = 0.98260 eV
finite-difference slope: lam=0 -2.50852 eV, lam=0.5 -2.07984 eV
GL2 doubles = -1.25426 eV, singles = -1.2e-13 eV
singles without density constraint = -4.0591 eV
E_GL2 = -1.25426 eV = -0.046093 hartree
E_c = -1.11124 eV = -0.040837 hartree, E_c/E_GL2 = 0.8860
<Phi_0|H|Phi_0> = -77.86811 eV, E_FCI - E_HF = -1.10942 eV
```
